# Andreev and normal reflection at a superconducting contact, derived in two ways: test program

```python
"""
Conductance of a normal metal - superconductor contact (Blonder-Tinkham-Klapwijk).
Result under test, per spin-degenerate channel, in units of 2e^2/h:
    g = 1 + A - B
    |E| < Delta : g = 2 Delta^2 / (E^2 + s^2 (Delta^2 - E^2))
    |E| > Delta : g = 2 N / (N + s),   N = |E| / sqrt(E^2 - Delta^2)
A, B   : probabilities of Andreev and of normal reflection
C, D   : transmission without and with branch crossing
Z      : barrier strength H / k_F for the barrier H delta(x);  s = 1 + 2 Z^2
mu     : chemical potential;  E : energy measured from mu
Tests use hbar = m = 1 and Delta = 1. The formulas hold to leading order in
Delta/mu; the reference solver keeps all wave vectors exact.
"""
import cmath
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import expit


def exact_scattering(E, Z, mu):
    """Match the Bogoliubov-de Gennes waves at x = 0 with exact wave vectors."""
    k_fermi = math.sqrt(2 * mu)
    H = Z * k_fermi
    k_e, k_h = math.sqrt(2 * (mu + E)), math.sqrt(2 * (mu - E))
    root = cmath.sqrt(E * E - 1) * (1 if E >= 0 else -1)
    q, spinor = [], []
    for xi in (root, -root):
        wave = cmath.sqrt(2 * (mu + xi))
        # outgoing: decaying inside the gap, positive group velocity outside
        outward = wave.imag if abs(E) < 1 else (xi * E).real
        q.append(wave if outward > 0 else -wave)
        vector = np.array([1, E - xi], dtype=complex)
        spinor.append(vector / np.linalg.norm(vector))
    (u1, v1), (u2, v2) = spinor
    matrix = np.array([
        [0, -1, u1, u2],
        [-1, 0, v1, v2],
        [0, 1j * k_e - 2 * H, 1j * q[0] * u1, 1j * q[1] * u2],
        [-1j * k_h - 2 * H, 0, 1j * q[0] * v1, 1j * q[1] * v2]])
    amp = np.linalg.solve(matrix, np.array([1, 0, 1j * k_e + 2 * H, 0]))
    A, B = abs(amp[0])**2 * k_h / k_e, abs(amp[1])**2
    C = D = 0.0
    if abs(E) > 1:
        C, D = [abs(amp[2 + j])**2 * q[j].real / k_e
                * (abs(spinor[j][0])**2 - abs(spinor[j][1])**2)
                for j in range(2)]
    return np.array([A, B, C, D]), amp, q, spinor, k_e


def formula_probabilities(E, Z):
    """Closed forms of A and B in the Andreev approximation (Delta = 1)."""
    e, s = np.abs(E), 1 + 2 * Z**2
    w = np.sqrt(np.abs(e**2 - 1))
    A_in = 1 / (e**2 + s**2 * w**2)
    A_out = 1 / (e + s * w)**2
    B_out = (s**2 - 1) * w**2 / (e + s * w)**2
    return np.where(e < 1, A_in, A_out), np.where(e < 1, 1 - A_in, B_out)


def formula_g(E, Z):
    """Closed form of the conductance in units of 2e^2/h (Delta = 1)."""
    e, s = np.abs(E), 1 + 2 * Z**2
    w = np.sqrt(np.abs(e**2 - 1))
    return np.where(e < 1, 2 / (e**2 + s**2 * w**2), 2 * e / (e + s * w))


def exact_g(E, Z, mu):
    p = exact_scattering(E, Z, mu)[0]
    return 1 + p[0] - p[1]


# Amplitudes: symbolic solution of the matching conditions with equal k
a, b, c, d, u, v, z = sp.symbols("a b c d u v z")
solution = sp.solve([
    1 + b - c * u - d * v,
    a - c * v - d * u,
    sp.I * (c * u - d * v) - sp.I * (1 - b) - 2 * z * (1 + b),
    sp.I * (c * v - d * u) - sp.I * a - 2 * z * a], [a, b, c, d], dict=True)[0]
gamma = u**2 + z**2 * (u**2 - v**2)
claimed = {a: u * v / gamma,
           b: -(u**2 - v**2) * (z**2 + sp.I * z) / gamma,
           c: u * (1 - sp.I * z) / gamma,
           d: sp.I * z * v / gamma}
for name, value in claimed.items():
    assert sp.simplify(solution[name] - value) == 0

# Probabilities against exact matching, both signs of E; error falls as 1/mu
for mu in (1e3, 1e5):
    for Z in (0.0, 0.5, 1.5):
        s = 1 + 2 * Z**2
        for E in (-2, -1.2, -0.9, -0.5, 0, 0.5, 0.9, 1.2, 2):
            p = exact_scattering(E, Z, mu)[0]
            A, B = formula_probabilities(E, Z)
            C = D = 0.0
            if abs(E) > 1:
                n = math.sqrt(E * E - 1) / abs(E)
                C = 2 * (1 + n) * n * (1 + Z**2) / (1 + s * n)**2
                D = 2 * (1 - n) * n * Z**2 / (1 + s * n)**2
            assert np.max(np.abs(p - np.array([A, B, C, D]))) < 10 / mu
            assert abs(p.sum() - 1) < 1e-9
            assert abs(1 + p[0] - p[1] - formula_g(E, Z)) < 20 / mu

# Andreev phase at Z = 0, and the normal-state transmission far above the gap
for E in (0.0, 0.3, 0.8):
    a_exact = exact_scattering(E, 0.0, 1e6)[1][0]
    assert abs(a_exact - (E - 1j * math.sqrt(1 - E * E))) < 1e-4
for Z in (0.0, 0.5, 2.0):
    assert abs(exact_g(300.0, Z, 1e7) - 1 / (1 + Z**2)) < 2e-4

# Decay of the quasiparticle charge current inside the superconductor
for Z in (0.0, 0.5):
    for E in (0.0, 0.6):
        mu = 1e5
        p, amp, q, spinor, k_e = exact_scattering(E, Z, mu)
        kappa = math.sqrt(1 - E * E) / math.sqrt(2 * mu)
        for x in (0.0, 0.7 / kappa, 2 / kappa):
            parts = [amp[2 + j] * spinor[j] * cmath.exp(1j * q[j] * x)
                     for j in range(2)]
            psi = parts[0] + parts[1]
            slope = 1j * (q[0] * parts[0] + q[1] * parts[1])
            charge = np.vdot(psi, slope).imag / k_e
            expected = formula_g(E, Z) * math.exp(-2 * kappa * x)
            assert abs(charge - expected) < 1e-3

# Current from the occupations of incoming and outgoing states
grid = np.linspace(-6, 6, 240001)
step = grid[1] - grid[0]


def counted_current(V, Z, kT):
    def f(energy):
        return expit(-energy / kT)
    A, B = formula_probabilities(grid, Z)
    incoming = f(grid - V)
    outgoing = A * (1 - f(-grid - V)) + B * f(grid - V) + (1 - A - B) * f(grid)
    return np.sum(incoming - outgoing) * step


warm, bias = 0.2, 0.7
window = expit(-(grid - bias) / warm) - expit(-grid / warm)
compact = np.sum(window * formula_g(grid, 0.5)) * step
assert abs(counted_current(bias, 0.5, warm) - compact) < 1e-8
for V in (0.5, 1.5):
    derivative = (counted_current(V + 0.01, 0.5, 0.002)
                  - counted_current(V - 0.01, 0.5, 0.002)) / 0.02
    assert abs(derivative - exact_g(V, 0.5, 1e6)) < 1e-3

# Large Z: compare with a direct count of BCS levels sqrt(xi^2 + 1)
xi_levels = np.linspace(0, 3, 3000001)
bcs_levels = np.sqrt(xi_levels**2 + 1)
half_window = 0.005
for E in (1.2, 1.5, 2.0):
    count = np.count_nonzero(np.abs(bcs_levels - E) < half_window)
    density = count * (xi_levels[1] - xi_levels[0]) / (2 * half_window)
    assert abs(exact_g(E, 30.0, 1e7) * (1 + 30.0**2) - density) < 3e-3
assert exact_g(0.5, 30.0, 1e7) * (1 + 30.0**2) < 2e-3

# Gap edge: g = 2 for any barrier; half of the BCS value where N = s
for Z in (0.0, 1.0, 2.0):
    assert abs(exact_g(1 - 1e-9, Z, 1e7) - 2) < 1e-3
Z_edge = 5.0
s_edge = 1 + 2 * Z_edge**2
E_edge = s_edge / math.sqrt(s_edge**2 - 1)
N_edge = E_edge / math.sqrt(E_edge**2 - 1)
edge_ratio = exact_g(E_edge, Z_edge, 1e7) * (1 + Z_edge**2) / N_edge
assert abs(edge_ratio - (1 + s_edge) / (2 * s_edge)) < 1e-3
assert abs((E_edge - 1) * 2 * s_edge**2 - 1) < 1e-2


# Subgap area of g/T, and the excess current at Z = 0
def subgap_area(Z):
    s = 1 + 2 * Z**2
    return (1 + s) * math.acosh(s) / (s * math.sqrt(s * s - 1))


for Z in (0.5, 2.0, 5.0):
    area = quad(lambda E: float(formula_g(E, Z)) * (1 + Z**2), 0, 1,
                limit=300)[0]
    assert abs(area - subgap_area(Z)) < 1e-6
excess = (quad(lambda E: float(formula_g(E, 0.0)) - 1, 0, 1)[0]
          + quad(lambda E: float(formula_g(E, 0.0)) - 1, 1, np.inf)[0])
assert abs(excess - 4 / 3) < 1e-6

# Worked example with round model parameters
hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
gap_eV, mu_eV = 0.001, 5.0
k_F = math.sqrt(2 * mu_eV / hartree)
decay = k_F / (2 * gap_eV / hartree) * bohr
unit_uS = 2 * constants.e**2 / constants.h * 1e6
barriers = (0.0, 0.5, 5.0, 20.0)
energies_eV = (0.0, 0.0005, 0.0015)

print(f"gap Delta = {gap_eV:.4f} eV")
print(f"chemical potential mu = {mu_eV:.1f} eV")
print(f"Delta/mu = {gap_eV / mu_eV:.1e}")
print(f"Fermi wave number = {k_F / bohr:.4f} 1/angstrom")
print(f"charge-current decay length 1/(2 kappa), E=0 = {decay:.0f} angstrom")
for Z in barriers:
    print(f"Z={Z:4.1f}: H = {Z * k_F * hartree * bohr:.3f} eV angstrom, "
          f"s = {1 + 2 * Z**2:.1f}, T = {1 / (1 + Z**2):.6f}")
print("g in units of 2e^2/h; A, B, g/T have no unit")
largest_error = 0.0
for Z in barriers:
    for energy in energies_eV:
        E = energy / gap_eV
        A, B = formula_probabilities(E, Z)
        g = float(formula_g(E, Z))
        print(f"Z={Z:4.1f} E={energy:.4f} eV: A={A:.3e} B={B:.6f} "
              f"g={g:.3e} g/T={g * (1 + Z**2):.5f}")
        exact = exact_g(E, Z, mu_eV / gap_eV)
        largest_error = max(largest_error, abs(exact - g))
assert largest_error < 20 * gap_eV / mu_eV
E_out = energies_eV[-1] / gap_eV
print(f"BCS density of states N at E={energies_eV[-1]:.4f} eV = "
      f"{E_out / math.sqrt(E_out**2 - 1):.5f} (normal state = 1)")
print(f"largest error of g in table from Andreev approximation = "
      f"{largest_error:.1e} (2e^2/h)")
for Z in barriers[1:]:
    print(f"Z={Z:4.1f}: g/T at E=Delta = {float(formula_g(1.0, Z)) * (1 + Z**2):.1f}, "
          f"subgap area of g/T = {subgap_area(Z) * gap_eV:.3e} eV")
print(f"Z={Z_edge:.1f}: N = s at E - Delta = {(E_edge - 1) * gap_eV:.3e} eV")
print(f"Z={Z_edge:.1f}: (g/T)/N at that energy = {edge_ratio:.4f}")
print(f"Z=0 excess current / (2e^2/h), times e = {excess * gap_eV:.6f} eV")
print(f"2e^2/h = {unit_uS:.4f} microsiemens")
print(f"Z=0 subgap conductance = {float(formula_g(0.5, 0.0)) * unit_uS:.4f} "
      f"microsiemens")
print("no test failed")
```

Printed output:

```
gap Delta = 0.0010 eV
chemical potential mu = 5.0 eV
Delta/mu = 2.0e-04
Fermi wave number = 1.1456 1/angstrom
charge-current decay length 1/(2 kappa), E=0 = 4365 angstrom
Z= 0.0: H = 0.000 eV angstrom, s = 1.0, T = 1.000000
Z= 0.5: H = 4.365 eV angstrom, s = 1.5, T = 0.800000
Z= 5.0: H = 43.646 eV angstrom, s = 51.0, T = 0.038462
Z=20.0: H = 174.585 eV angstrom, s = 801.0, T = 0.002494
g in units of 2e^2/h; A, B, g/T have no unit
Z= 0.0 E=0.0000 eV: A=1.000e+00 B=0.000000 g=2.000e+00 g/T=2.00000
Z= 0.0 E=0.0005 eV: A=1.000e+00 B=-0.000000 g=2.000e+00 g/T=2.00000
Z= 0.0 E=0.0015 eV: A=1.459e-01 B=0.000000 g=1.146e+00 g/T=1.14590
Z= 0.5 E=0.0000 eV: A=4.444e-01 B=0.555556 g=8.889e-01 g/T=1.11111
Z= 0.5 E=0.0005 eV: A=5.161e-01 B=0.483871 g=1.032e+00 g/T=1.29032
Z= 0.5 E=0.0015 eV: A=9.907e-02 B=0.154800 g=9.443e-01 g/T=1.18034
Z= 5.0 E=0.0000 eV: A=3.845e-04 B=0.999616 g=7.689e-04 g/T=0.01999
Z= 5.0 E=0.0005 eV: A=5.126e-04 B=0.999487 g=1.025e-03 g/T=0.02665
Z= 5.0 E=0.0015 eV: A=2.920e-04 B=0.949027 g=5.126e-02 g/T=1.33288
Z=20.0 E=0.0000 eV: A=1.559e-06 B=0.999998 g=3.117e-06 g/T=0.00125
Z=20.0 E=0.0005 eV: A=2.078e-06 B=0.999998 g=4.156e-06 g/T=0.00167
Z=20.0 E=0.0015 eV: A=1.243e-06 B=0.996657 g=3.344e-03 g/T=1.34107
BCS density of states N at E=0.0015 eV = 1.34164 (normal state = 1)
largest error of g in table from Andreev approximation = 1.3e-04 (2e^2/h)
Z= 0.5: g/T at E=Delta = 2.5, subgap area of g/T = 1.435e-03 eV
Z= 5.0: g/T at E=Delta = 52.0, subgap area of g/T = 9.248e-05 eV
Z=20.0: g/T at E=Delta = 802.0, subgap area of g/T = 9.224e-06 eV
Z=5.0: N = s at E - Delta = 1.923e-07 eV
Z=5.0: (g/T)/N at that energy = 0.5098
Z=0 excess current / (2e^2/h), times e = 0.001333 eV
2e^2/h = 77.4809 microsiemens
Z=0 subgap conductance = 154.9618 microsiemens
no test failed
```
